# Forces, free energy and internal energy in a smeared two-level PAW model

## The problem

An electron pair moves in a one-dimensional box $0<x<L$ that contains one PAW site at position $R$. The smooth orbitals are expanded in the two lowest box states,

$$\varphi_i(x)=\sqrt{2/L}\,\sin k_ix,\qquad k_i=i\pi/L,\qquad i=1,2,$$

which do not move with the site. The site has one projector, a normalized Gaussian of width $s$ centred at $R$:

$$g(x)=(\pi s^2)^{-1/4}e^{-(x-R)^2/2s^2},\qquad p_i(R)=\int g\,\varphi_i\,dx .$$

An orbital is a real coefficient vector $c_n$, and $b_n=p\cdot c_n$ is its amplitude on the site. In PAW the smooth and the true orbital can differ in norm near the nucleus. In this model the smooth orbital falls short by $q\,b_n^2$, so orthonormality reads

$$c_m^TSc_n=\delta_{mn},\qquad S=1+q\,pp^T .$$

With $q>0$ the eigenvalues of $S$, namely $1$ and $1+q|p|^2$, are positive. Let $K=\mathrm{diag}(k_1^2/2,\,k_2^2/2)$ be the kinetic matrix, $f_n$ the occupation per spin, and $\rho=2\sum_nf_nb_n^2$ the site occupancy. The internal energy is

$$E=2\sum_nf_n\,c_n^TKc_n+D_0\rho+\tfrac12U\rho^2,\qquad U>0 .$$

The last two terms are the one-centre correction. The orbitals obey $Hc_n=\varepsilon_nSc_n$ with $H=K+D\,pp^T$ and $D=D_0+U\rho$, which has to be solved self-consistently. The occupations are Fermi-Dirac with smearing energy $\tau$ and fixed $f_1+f_2=1$:

$$f_n=\frac1{e^{(\varepsilon_n-\mu)/\tau}+1},\qquad \mathcal S=-2\sum_n\left[f_n\ln f_n+(1-f_n)\ln(1-f_n)\right],\qquad F=E-\tau\mathcal S .$$

A prime denotes the total derivative with respect to $R$ at fixed $\tau$. The analytic force contains no derivative of orbitals or occupations:

$$\mathcal F=-2\sum_nf_n\,c_n^T\left(\partial_RH-\varepsilon_nS'\right)c_n ,$$

where $\partial_RH$ is taken at fixed $D$.

**(a)** Show that $\mathcal F=-dF/dR$. **(b)** Find the mismatch $M=\mathcal F-(-dE/dR)$ in closed form. **(c)** Evaluate both for $L=10$, $s=0.5$, $R=2.8$, $q=0.5$, $D_0=0.1$, $U=0.2$, $\tau=0.03$ in Hartree atomic units.

These are round model parameters. The smearing is large on purpose, so that the mismatch is visible. The model has no moving local potential and no ion-ion energy.

## Hints

1. Differentiate $E$ itself, not $2\sum f_n\varepsilon_n$. The two differ by the double-counting term $-U\rho^2/2$.
2. The normalization condition depends on $R$. Its derivative fixes the one component of $c_n'$ that survives.
3. Find $\partial\mathcal S/\partial f_n$ and insert the Fermi-Dirac form. Then use $f_1'+f_2'=0$.
4. With one electron per spin in two levels, where must $\mu$ lie?
5. The gap changes with $R$ directly and also through $D$. Treat $\rho$ first as a function of independent $R$ and $D$.

## Solution

### The force in explicit form

Let $d_n=p'\cdot c_n$. From

$$\partial_RH=D(p'p^T+pp'^T),\qquad S'=q(p'p^T+pp'^T)$$

it follows that $c_n^T\partial_RH\,c_n=2Db_nd_n$ and $c_n^TS'c_n=2q\,b_nd_n$. Hence

$$\mathcal F=-4\sum_nf_n(D-q\varepsilon_n)\,b_nd_n. \tag{1}$$

### Derivative of the internal energy

The change of the site occupancy is

$$\rho'=2\sum_nf_n'b_n^2+4\sum_nf_nb_n\left(p\cdot c_n'+d_n\right).$$

The one-centre terms contribute $(D_0+U\rho)\rho'=D\rho'$ to $E'$. Together with the kinetic part,

$$E'=2\sum_nf_n'\,c_n^T(K+D\,pp^T)c_n+4\sum_nf_n\,c_n'^T(K+D\,pp^T)c_n+4D\sum_nf_nb_nd_n .$$

The bracket is $H$ in both places. In the first sum $c_n^THc_n=\varepsilon_n$. In the second, $c_n'^THc_n=\varepsilon_n\,c_n'^TSc_n$. Differentiating $c_n^TSc_n=1$ gives

$$2c_n'^TSc_n+c_n^TS'c_n=0\quad\Rightarrow\quad c_n'^TSc_n=-q\,b_nd_n .$$

The orbital response has therefore become an explicit overlap term:

$$E'=2\sum_n\varepsilon_nf_n'+4\sum_nf_n(D-q\varepsilon_n)b_nd_n=2\sum_n\varepsilon_nf_n'-\mathcal F. \tag{2}$$

No derivative of $D$ appears, because $H$ is the gradient of $E$ at the converged $\rho$. With an unconverged $D$ the $c_n$ are not eigenvectors of that gradient, and this step fails.

Equation (2) also shows that $\mathcal F$ would equal $-dE/dR$ if the occupations were held fixed during the displacement.

### Derivative of the entropy

Since $\frac{d}{df}[f\ln f+(1-f)\ln(1-f)]=\ln\frac f{1-f}$, and the Fermi-Dirac form gives $\ln\frac{1-f_n}{f_n}=(\varepsilon_n-\mu)/\tau$,

$$\tau\mathcal S'=2\sum_n(\varepsilon_n-\mu)f_n'=2\sum_n\varepsilon_nf_n'. \tag{3}$$

The term in $\mu$ drops out because the electron number is fixed. Subtracting (3) from (2) gives

$$F'=E'-\tau\mathcal S'=-\mathcal F ,$$

which answers (a). The argument needs an entropy that matches the occupation function. Another smearing function requires its own entropy expression, with $\tau\,\partial\mathcal S/\partial f_n=2(\varepsilon_n-\mu)$.

Equation (2) also gives the mismatch in general form:

$$M=\mathcal F+E'=2\sum_n\varepsilon_nf_n'=\tau\mathcal S'. \tag{4}$$

In a slow displacement at constant $\tau$, $\tau\,d\mathcal S$ is the heat taken up by the electrons. It changes $E$ but is not work done by the force.

### The mismatch for two levels

The condition $f_1=1-f_2$ requires $\varepsilon_1-\mu=-(\varepsilon_2-\mu)$, so $\mu$ lies at midgap. With $\Delta=\varepsilon_2-\varepsilon_1$,

$$f_2=\frac1{e^{\Delta/2\tau}+1},\qquad \frac{df_2}{d\Delta}=-\frac1{2\tau}\,\frac{e^{\Delta/2\tau}}{(e^{\Delta/2\tau}+1)^2}=-\frac{f_1f_2}{2\tau}.$$

Because $f_1'=-f_2'$, equation (4) becomes $M=2\Delta f_2'$, and therefore

$$M=-\frac{f_1f_2\,\Delta\Delta'}{\tau}=-\frac{\Delta\Delta'}{4\tau}\,\mathrm{sech}^2\frac{\Delta}{4\tau}. \tag{5}$$

The second form uses $f_1f_2=1/[4\cosh^2(\Delta/4\tau)]$.

### The derivative of the gap

Differentiate $(H-\varepsilon_nS)c_n=0$ and multiply by $c_n^T$ from the left. The term with $c_n'$ vanishes, since $c_n^T(H-\varepsilon_nS)=0$. The total derivative of $H$ includes $D'pp^T$ with $D'=U\rho'$, so

$$\varepsilon_n'=w_n+U\rho'b_n^2,\qquad w_n=2(D-q\varepsilon_n)b_nd_n ,$$

$$\Delta'=w_2-w_1+U\rho'(b_2^2-b_1^2). \tag{6}$$

Unlike the force, the mismatch needs a response quantity, $\rho'$. Regard $\rho$ as a function of independent $R$ and $D$, with partial derivatives $A=\partial_R\rho$ and $\chi=\partial_D\rho$. Then $\rho'=A+\chi U\rho'$, or

$$\rho'=\frac{A}{1-U\chi}. \tag{7}$$

For either variable write $\partial c_n=\sum_ma_{mn}c_m$. Projecting the differentiated eigenvalue equation on $c_m$ with $m\ne n$, and using the normalization for $m=n$, gives

$$a_{mn}=\frac{c_m^T(\partial H-\varepsilon_n\partial S)c_n}{\varepsilon_n-\varepsilon_m},\qquad a_{nn}=-\tfrac12c_n^T\partial S\,c_n .$$

*Variable $D$.* Here $\partial H=pp^T$ and $\partial S=0$, so $\partial_Db_n=b_m^2b_n/(\varepsilon_n-\varepsilon_m)$. Thus $b_1^2$ changes at the rate $-2b_1^2b_2^2/\Delta$ and $b_2^2$ at the opposite rate. The gap changes at the rate $b_2^2-b_1^2$, which moves the occupations. Inserting both in $\rho=2(f_1b_1^2+f_2b_2^2)$ gives

$$\chi=-\frac{4(f_1-f_2)b_1^2b_2^2}{\Delta}-\frac{f_1f_2}{\tau}(b_2^2-b_1^2)^2. \tag{8}$$

Both terms are negative or zero. Hence $D-D_0-U\rho(R,D)$ rises with $D$ with slope $1-U\chi\ge1$, and the self-consistency condition has one root.

*Variable $R$ at fixed $D$.* The off-diagonal element is $(D-q\varepsilon_n)(d_mb_n+b_md_n)$, and $a_{nn}=-q\,b_nd_n$. With the direct change $d_n$ of the projector included, $\beta_n=\partial_Rb_n$ is

$$\beta_n=d_n+b_m\frac{(D-q\varepsilon_n)(d_mb_n+b_md_n)}{\varepsilon_n-\varepsilon_m}-q\,b_n^2d_n\qquad(m\neq n),$$

$$A=4\sum_nf_nb_n\beta_n-\frac{f_1f_2}{\tau}(w_2-w_1)(b_2^2-b_1^2). \tag{9}$$

### Projector overlaps

Put $x=R+u$ and extend the integral over all $u$. The part of $\sin k_i(R+u)$ that is odd in $u$ drops out, and $\int e^{-u^2/2s^2}\cos k_iu\,du=\sqrt{2\pi}\,s\,e^{-k_i^2s^2/2}$. Collecting the prefactors gives

$$p_i=2\pi^{1/4}\sqrt{s/L}\;e^{-k_i^2s^2/2}\sin k_iR .$$

The nearer wall is $5.6$ widths away. Quadrature inside the box agrees with this formula to better than $10^{-7}$.

### Numbers

From here on, energies are in hartree and lengths in bohr. The overlaps are $p=(0.4531,\,0.5567)$, with derivatives $p'=(0.1178,\,-0.0667)$. The converged state has:

- $\varepsilon_1=0.06818$, $\varepsilon_2=0.21235$, $\Delta=0.14417$;
- $b_1=0.33785$, $b_2=0.54364$;
- $d_1=0.12399$, $d_2=-0.05333$.

The exponent $\Delta/2\tau=0.14417/0.06=2.403$ gives $f_2=0.08296$ and $f_1=0.91704$. The site occupancy is

$$\rho=2\left(0.91704\times0.33785^2+0.08296\times0.54364^2\right)=0.2584,$$

so $D=0.1+0.2\times0.2584=0.15168$, as self-consistency demands. A direct minimization of $F$ over the orbital rotation and the occupations gives the same $F=0.11929$.

The factors $D-q\varepsilon_n$ are $0.11759$ and $0.04550$. The two terms of (1) are

$$-4(0.91704)(0.11759)(0.33785)(0.12399)=-0.01807,$$

$$-4(0.08296)(0.04550)(0.54364)(-0.05333)=+0.00044 .$$

Their sum is $\mathcal F=-0.01763$ hartree/bohr, or $-0.907$ eV/Å. It points towards the nearer wall. A finite difference of converged free energies gives $-dF/dR=-0.01763$. So does $-dE/dR$ when the occupations are frozen and the orbitals remain free to relax. Without the overlap term $q\varepsilon_n$ the result would be $-0.02185$, an error of 24% relative to the magnitude of $\mathcal F$.

For the mismatch, the two terms of (8) are $-0.78066$ and $-0.08345$, so $\chi=-0.8641$. With $\beta_1=0.09501$ and $\beta_2=-0.04018$, equation (9) gives $A=0.11624$. Then

$$\rho'=\frac{0.11624}{1+0.2\times0.8641}=0.09911 .$$

With $w_1=0.00985$, $w_2=-0.00264$ and $b_2^2-b_1^2=0.1814$,

$$\Delta'=-0.01249+0.2\times0.09911\times0.1814=-0.00889 .$$

The self-consistent term offsets more than a quarter of the direct change. Finally,

$$M=\frac{0.91704\times0.08296\times0.14417\times0.00889}{0.03}=0.00325\ \text{hartree/bohr},$$

or $0.167$ eV/Å, which is 18% of the magnitude of the force. The internal energy therefore has $-dE/dR=-0.01763-0.00325=-0.02088$, in agreement with its finite difference.

The sign can be read from (5). At $R=2.8$ the gap narrows as $R$ grows, so electrons move to the upper level and the entropy rises. $E$ then climbs more steeply than $F$.

### Dependence on the smearing

At the same $R$, in hartree and hartree/bohr:

| $\tau$ | $\mathcal F$ | $M$ |
|---|---|---|
| 0.01 | −0.01903 | 0.00009 |
| 0.02 | −0.01860 | 0.00156 |
| 0.03 | −0.01763 | 0.00325 |
| 0.05 | −0.01557 | 0.00453 |
| 0.10 | −0.01255 | 0.00385 |

For $\tau\ll\Delta$, $\mathrm{sech}^2y\approx4e^{-2y}$ turns (5) into $M\approx-(\Delta\Delta'/\tau)e^{-\Delta/2\tau}$. A gap thus suppresses the mismatch exponentially. For $\tau\gg\Delta$, $M\approx-\Delta\Delta'/4\tau$, which falls again because both levels approach half filling and the entropy of two levels saturates. More levels would change this second limit.

The maximum can be located roughly by holding $\Delta$ and $\Delta'$ fixed. With $y=\Delta/4\tau$, $M$ is proportional to $y\,\mathrm{sech}^2y$, which peaks where $y\tanh y=\tfrac12$. For $\Delta=0.144$ the left side is about $1.0$ at $\tau=0.03$ and $0.44$ at $\tau=0.05$, so with these fixed values the peak would lie between them, near $0.047$. The true peak lies higher, near $\tau=0.057$, mainly because $|\Delta'|$ grows with $\tau$, from $0.0081$ at $\tau=0.01$ to $0.0119$ at $\tau=0.10$, while $\Delta$ changes by only about 3%.

The mismatch also vanishes at $R=L/2$. Reflecting the site about the centre changes only the sign of $p_2$, which a sign change of $\varphi_2$ undoes. The gap is then even about the centre, and $\Delta'=0$ there.

## Variation 1: work along a finite path

*The site is moved slowly from $R=2.8$ to $3.8$ at $\tau=0.03$. Which energy difference gives the work of the force?*

Integrating $\mathcal F=-F'$ gives

$$W=\int_{2.8}^{3.8}\mathcal F\,dR=F(2.8)-F(3.8).$$

Numerical integration of (1) gives $W=-0.01937$ hartree, equal to the drop of $F$. The drop of $E$ is $-0.02629$ hartree. Integrating $M=\tau\mathcal S'$ explains the difference:

$$\tau\left[\mathcal S(3.8)-\mathcal S(2.8)\right]=-0.01937+0.02629=0.00692\ \text{hartree}.$$

An external agent supplies $0.01937$ hartree as work, the electrons absorb $0.00692$ hartree as heat, and $E$ rises by the sum. In molecular dynamics with occupations thermalized at fixed $\tau$, the conserved sum is accordingly nuclear kinetic energy plus $F$, not plus $E$.

## Variation 2: the averaged energy

*The average $\bar E=(E+F)/2$ serves as an estimate of the energy at zero smearing. What force belongs to it, and is it a good estimate here?*

From $E'=M-\mathcal F$ and $F'=-\mathcal F$,

$$-\bar E'=\mathcal F-\tfrac12M=-0.01763-0.00163=-0.01926\ \text{hartree/bohr}.$$

The analytic force is not equal to $-\bar E'$ either. The correction is half the mismatch, and it requires the response $\rho'$.

The average is useful when $F=E_0-a\tau^2$ at small $\tau$, with $E_0$ the energy at zero smearing. Since $F$ is stationary in orbitals and occupations, $\mathcal S=-\partial F/\partial\tau=2a\tau$. Then $E=F+\tau\mathcal S=E_0+a\tau^2$, and the quadratic terms cancel in $\bar E$.

The gapped two-level model behaves differently. For $\tau\ll\Delta$, to first order in $f_2\approx e^{-\Delta/2\tau}$, moving electrons to the upper level costs $E-E_0\approx2\Delta f_2$. Each level contributes $f_2(\Delta/2\tau+1)$ per spin to the entropy, so $\tau\mathcal S\approx2\Delta f_2+4\tau f_2$. Therefore

$$F-E_0\approx-4\tau f_2,\qquad \bar E-E_0\approx(\Delta-2\tau)f_2 .$$

When $\tau$ is much smaller than $\Delta$, the average is further from $E_0$ than $F$ is. In that regime $F$ is the better estimate, and $\mathcal F$ is exactly minus its derivative. To this order the two errors have equal size when $\Delta-2\tau=4\tau$, that is at $\tau=\Delta/6$, or about $0.024$ hartree for the gap found above. The worked case $\tau=0.03$ lies above this value, and there the same formulas favour the average, although its energy error is still comparable with that of $F$: with $E_0=0.12976$ hartree, $\bar E-E_0=0.0067$ and $F-E_0=-0.0105$. For the force the average does much better at this $\tau$. The zero-smearing force is $-0.01905$ hartree/bohr, which $-\bar E'$ misses by $0.0002$ and $\mathcal F$ by $0.0014$.

## Computed results

```
Atomic units: energy hartree, length bohr, force hartree/bohr
L, s, R = 10.0, 0.5, 2.8 bohr
q = 0.5 (dimensionless); D0, U, tau = 0.1, 0.2, 0.03 hartree
kinetic levels K11, K22 = 0.04934802, 0.19739209 hartree
p1, p2 = 0.45313194, 0.55668485 (dimensionless)
dp1/dR, dp2/dR = 0.11776679, -0.06672323 1/bohr
overlap-matrix eigenvalues = 1.00000000, 1.25761329
converged D = 0.15167559 hartree
rho = 0.25837795 (dimensionless)
eps1, eps2 = 0.06818059, 0.21234996 hartree
gap = 0.14416937 hartree
f1, f2 = 0.91704230, 0.08295770 per spin
c1 components = 0.95584375, -0.17115125
c2 components = 0.06876410, 0.92059680
b1, b2 = 0.33784603, 0.54364150 (dimensionless)
d1, d2 = 0.12398642, -0.05332706 1/bohr
E = 0.15360519 hartree
entropy S_ent = 1.14373731 (dimensionless)
F = 0.11929307 hartree
F by direct minimization = 0.11929307 hartree
force from levels 1, 2 = -0.01806739, 0.00043772 hartree/bohr
analytic force = -0.01762967 hartree/bohr
finite-difference step = 0.001 bohr
-dF/dR numerical = -0.01762967 hartree/bohr
-dE/dR numerical = -0.02088093 hartree/bohr
-dE/dR, frozen f = -0.01762967 hartree/bohr
w1, w2 = 0.00985090, -0.00263820 hartree/bohr
beta1, beta2 = 0.09501211, -0.04018073 1/bohr
A = 0.11624302 1/bohr
chi = -0.86410690 1/hartree
rho' analytic = 0.09911400 1/bohr
rho' numerical = 0.09911400 1/bohr
gap' analytic = -0.00889312 hartree/bohr
gap' numerical = -0.00889312 hartree/bohr
mismatch analytic = 0.00325126 hartree/bohr
mismatch numerical = 0.00325126 hartree/bohr
tau dS_ent/dR numerical = 0.00325126 hartree/bohr
|mismatch/force| = 18.44 %
analytic force = -0.90655 eV/angstrom
mismatch = 0.16719 eV/angstrom
force without overlap term = -0.02184635 hartree/bohr
path from R = 2.8 to 3.8 bohr
work of analytic force = -0.01936539 hartree
drop of F = -0.01936539 hartree
drop of E = -0.02628659 hartree
scan: tau (hartree); force, -dE/dR, mismatch (hartree/bohr)
  0.01  -0.01903326  -0.01912256  0.00008931
  0.02  -0.01860417  -0.02016406  0.00155989
  0.03  -0.01762967  -0.02088093  0.00325126
  0.05  -0.01557218  -0.02009997  0.00452779
  0.10  -0.01255301  -0.01640458  0.00385157
```
